# When does a periodic cell's dipole need Resta's determinant?

**Question**

I have a real-space code with periodic boundary conditions. I get the dipole of the cell by summing \(x\) times the electron density over the grid and adding the ions. When I move the origin of the cell, with the same crystal and the same density, the dipole changes. A colleague says that the sum is meaningless and that Resta's determinant of \(\exp(2\pi i x/L)\) is required.

Is that right? What is wrong with the sum, given that the density is correct? Is \(L\) my unit cell or something else when I use k-points? And does the same verdict apply to a molecule in a periodic box?

**Answer**

Your colleague is right that the sum fails for a crystal, but "required" is too strong. For a molecule with vacuum at the cell boundary the sum is correct, while the determinant in general adds an error that depends on the box size. For a crystal, the determinant is one of several equivalent routes.

I use Hartree atomic units and a one-dimensional insulator of period \(a\), with independent electrons of charge \(-1\), one doubly occupied band, fixed ions of charge \(+2\) at \(x=ja\), and no macroscopic field. Let \(n(x)\) be the density of one spin, so that \(\int_{\rm cell}n\,dx=1\).

### What the sum does when the cut moves

For a cell that starts at \(x_0\), the grid sum approximates

\[
W(x_0)=\int_{x_0}^{x_0+a}x\,n(x)\,dx .
\]

Differentiate with respect to both limits and use \(n(x_0+a)=n(x_0)\):

\[
\frac{dW}{dx_0}=(x_0+a)\,n(x_0)-x_0\,n(x_0)=a\,n(x_0).
\]

For \(-a<x_0<0\) the window holds the ion at \(x=0\), which contributes nothing, so the cell dipole is \(D(x_0)=-2W(x_0)\). It falls at the rate \(2a\,n(x_0)\), and over the whole interval by \(2a\int n\,dx=2a\). When the cut passes the ion, that ion leaves on the left and its image enters on the right, which adds \(2a\) and restores the starting value.

Three apparent remedies fail.

- A finer grid converges to \(D(x_0)\), which still depends on \(x_0\).
- A longer supercell changes nothing. Let \(\rho\) be the total charge density, ions included. The \(j\)-th cell of the supercell contributes \(\int(x+ja)\rho\,dx=D(x_0)+ja\int\rho\,dx=D(x_0)\), because the cell is neutral.
- Averaging over cuts gives zero for every neutral crystal. With \(x=x_0+s\), neutrality gives \(D(x_0)=\int_0^a s\,\rho(x_0+s)\,ds\), and the average of \(\rho(x_0+s)\) over \(x_0\) vanishes.

### What the sum misses

A change of polarization is measured as transported charge. Let a parameter \(\lambda\) of the crystal change slowly, and let \(j(x,t)\) be the number current of one spin. The displacement of the electronic centre is

\[
\Delta\bar x=\int dt\int_{\rm cell}j\,dx ,
\]

and the dipole per cell changes by \(\Delta d=-2\Delta\bar x\). Now compare the window sum. With \(\partial_t n=-\partial_x j\) and an integration by parts,

\[
\frac{dW}{dt}=-\int_{x_0}^{x_0+a}x\,\partial_xj\,dx
=-\big[x\,j\big]_{x_0}^{x_0+a}+\int_{\rm cell}j\,dx
=-a\,j(x_0)+\int_{\rm cell}j\,dx .
\]

Integrated over time,

\[
\Delta W(x_0)=\Delta\bar x-a\,Q(x_0),\qquad Q(x_0)=\int j(x_0,t)\,dt .
\]

\(Q(x_0)\) is the number of electrons per spin that cross the cut to the right. Each one leaves through one face and re-enters through the other, and the sum books this as a jump by \(-a\). If the density vanishes at the cut throughout the change, nothing crosses and the sum is right. That is the case of a molecule in vacuum.

### From the current to a Bloch phase

Write the orbitals as \(e^{ikx}u_k(x)\), with \(u_k\) periodic and normalized in one cell. Let \(H_k=(p+k)^2/2+V\) have eigenstates \(u_m\) and energies \(E_m\), with \(m=0\) the occupied band. For a slow change put \(\psi=e^{-i\int E_0dt}(u_0+\sum_{m\ne0}c_mu_m)\), with the phase of \(u_0\) chosen so that \(\langle u_0|\partial_tu_0\rangle=0\). Projecting \(i\partial_t\psi=H_k\psi\) on \(u_m\), and dropping the terms with \(\partial_tc_m\) and \(c_n\langle u_m|\partial_tu_n\rangle\), which are of second order in slowness, gives

\[
i\langle u_m|\partial_tu_0\rangle+E_0c_m=E_mc_m
\;\Rightarrow\;
c_m=\frac{i\langle u_m|\partial_tu_0\rangle}{E_m-E_0}.
\]

The velocity operator is \(\partial_kH_k=p+k\). Differentiating \(H_ku_0=E_0u_0\) with respect to \(k\) and projecting on \(u_m\) gives \(\langle u_0|\partial_kH_k|u_m\rangle=(E_0-E_m)\langle\partial_ku_0|u_m\rangle\). The zeroth-order velocity \(\partial_kE_0\) integrates to zero over a filled band. The first-order part is

\[
v_k=2\,{\rm Re}\sum_{m\neq0}\langle u_0|\partial_kH_k|u_m\rangle c_m
=-2\,{\rm Re}\;i\sum_{m\ne0}\langle\partial_ku_0|u_m\rangle\langle u_m|\partial_tu_0\rangle
=2\,{\rm Im}\langle\partial_ku_0|\partial_tu_0\rangle .
\]

The term \(m=0\) could be added in the last step because it is a product of two imaginary numbers, hence real. For the same reason the result does not depend on the phase choice made above.

Now let \(A=i\langle u_0|\partial_ku_0\rangle\), \(G=2\pi/a\), and \(u_{k+G}=e^{-iGx}u_k\). Then

\[
\partial_t\int_0^GA\,dk
=i\int_0^G\big(\langle\partial_tu_0|\partial_ku_0\rangle-\langle\partial_ku_0|\partial_tu_0\rangle\big)dk
=\int_0^Gv_k\,dk .
\]

The second term came from an integration by parts, whose boundary term vanishes because \(\langle u_0|\partial_tu_0\rangle\) is the same at \(k=0\) and \(k=G\). Since \(\int_{\rm cell}j\,dx\) is the average of \(v_k\) over a zone of length \(2\pi/a\), the centre whose displacement is the transported charge is

\[
\bar x=\frac{a}{2\pi}\int_0^GA\,dk ,\qquad d=-2\bar x .
\]

Multiplying \(u_k\) by a \(k\)-dependent phase can change the integral by a multiple of \(2\pi\), so \(\bar x\) is defined modulo \(a\).

### Where the determinant comes from, and which \(L\)

Take a ring of \(N\) cells, \(L=Na\), holding \(N\) electrons of each spin. The coordinate \(x\) is not single-valued on the ring, but \(e^{i\delta x}\) with \(\delta=2\pi/L\) is. Applied to every electron of one spin, it turns the Slater determinant of the \(\psi_j\) into that of the \(e^{i\delta x}\psi_j\). The overlap of two Slater determinants is the determinant of their orbital overlaps, so

\[
z=\big\langle e^{i\delta\sum_ix_i}\big\rangle=\det S,\qquad S_{ij}=\langle\psi_i|e^{i\delta x}|\psi_j\rangle .
\]

For Bloch orbitals, translation by \(a\) multiplies the integrand of \(S_{k'k}\) by \(e^{i(k+\delta-k')a}\). The element therefore vanishes unless \(k'=k+\delta\), up to a multiple of \(G\), and then equals \(\langle u_{k+\delta}|u_k\rangle\). The matrix is a cyclic shift of \(N\) elements, whose permutation sign is \((-1)^{N-1}\):

\[
z=(-1)^{N-1}\prod_k\langle u_{k+\delta}|u_k\rangle .
\]

To first order, \(\langle u_{k+\delta}|u_k\rangle=1+\delta\langle\partial_ku|u\rangle=1+i\delta A\). The phase of the product thus tends to \(\int A\,dk\), and

\[
\frac{2\pi\bar x}{a}=\arg z-\pi(N-1)\pmod{2\pi},\qquad N\to\infty .
\]

The sign has a simple origin. One unit of ionic charge per cell has the total position \(\sum_jja=aN(N-1)/2\), and multiplied by \(2\pi/L\) this is \(\pi(N-1)\). If the phase of this one unit, which neutralizes the electrons of one spin, is included, the sign cancels.

So \(L\) is the length of the whole ring. With \(N\) k-points and a unit cell \(a\), it is \(Na\), and the operator connects neighbouring k-points. If you insert \(a\) instead, the operator connects each k-point with itself, and averaging over k gives \(\int n\,e^{iGx}dx\), a Fourier component of the density. Its phase follows a shift of origin correctly, which makes it look trustworthy, but it is not \(\bar x\). For \(N=1\), a single orbital per spin on a ring of length \(a\), the determinant and this Fourier component are the same number, but its phase is then not the converged \(\bar x\) either.

The error at finite \(N\) follows from a symmetry. Centre each link at \(q=k+\delta/2\). Reversing \(\delta\) conjugates \(\langle u_{q+\delta/2}|u_{q-\delta/2}\rangle\), so its phase is odd in \(\delta\): \(\delta A(q)+\delta^3B(q)+\dots\) Summed over \(N=G/\delta\) points, this gives \(\int A\,dq+\delta^2\int B\,dq+\dots\), because a uniform sum over a smooth periodic function converges faster than any power of \(1/N\). The leading error is proportional to \(1/N^2\).

**Spin.** Use the phase of one spin and double the result: \(d=-2\bar x\) is then known modulo \(2a\). The product of both spin determinants is \(z^2\). Its phase, known modulo \(2\pi\), fixes \(2\bar x\) only modulo \(a\), so half of the information on the branch is lost.

**Metals.** If the band is partly filled with Bloch orbitals, the last occupied \(k\) is carried to an empty \(k+\delta\). A column of \(S\) is then zero, \(z=0\), and there is no phase to read. A code with real orbitals can still return \(z\neq0\). If only one state of a degenerate pair \(\pm k\) is filled, the real orbital is an equal mixture of the two Bloch states, and the operator connects the two fillings. Then \(|z|\) is near \(1/2\), but its phase follows the arbitrary choice of mixture and means nothing.

### A crystal in numbers

Take \(a=6\) bohr and

\[
V(x)=-V_1\cos\frac{2\pi x}{a}+\lambda V_2\sin\frac{4\pi x}{a},\qquad V_1=0.3,\; V_2=0.2\ \text{hartree}.
\]

At \(\lambda=0\) the crystal has inversion symmetry about the ion and \(\bar x=0\). At \(\lambda=1\) the symmetry is broken, and the gap on a ring of 10 cells is 0.30 hartree. The cuts lie between grid points, at \(-4.997\), \(-3.998\), \(-3.000\), \(-2.002\) and \(-1.003\) bohr, and are labelled below by their rounded values. The window dipoles, in \(e\,\)bohr, are:

| cut \(x_0\) (bohr) | \(D\), \(\lambda=0\) | \(D\), \(\lambda=1\) | change | \(Q\) |
|---|---|---|---|---|
| −5.0 | 2.120 | 2.018 | −0.102 | −0.0386 |
| −4.0 | 0.457 | 0.754 | 0.297 | −0.0054 |
| −3.0 | 0.000 | 0.317 | 0.317 | −0.0037 |
| −2.0 | −0.457 | −0.122 | 0.335 | −0.0022 |
| −1.0 | −2.120 | −2.180 | −0.061 | −0.0352 |

Even the symmetric crystal receives a dipole unless the cut respects its symmetry. The phase, extrapolated in \(N\), gives \(\bar x=-0.18075\) bohr. The integrated adiabatic current, computed separately from perturbation theory, gives the same value. Hence

\[
d=-2(-0.18075)=0.3615\ e\,\text{bohr}=0.919\ \text{debye},
\]

modulo \(2a=12\,e\,\)bohr.

Subtracting the \(\lambda=0\) result does not rescue the sum. The symmetric cut at \(-3\) bohr gives 0.317, which is 12% below \(d\), and two of the cuts give the wrong sign. The continuity relation accounts for this, since \(\Delta D=-2\Delta\bar x+2aQ\):

\[
x_0=-3:\quad 0.3615+12(-0.00369)=0.317,
\]
\[
x_0=-5:\quad 0.3615+12(-0.03859)=-0.102 .
\]

The cell average of \(Q\) is \(\Delta\bar x/a=-0.030\). Where more charge than this average crosses the cut, the change has the wrong sign.

One cut, at \(-3.15\) bohr, does reproduce \(d\). It has to exist: the density is nowhere zero (its minimum is 0.024 per bohr), so \(D\) falls steadily through a range \(2a\) and meets every value modulo \(2a\) once. But you can find that cut only if you already know the answer.

The determinant on a finite ring is not converged at once. For \(N=1\) the centre is \(-0.227\) bohr, off by 25% of \(\bar x\); for \(N=10\) it is \(-0.18117\), off by 0.2%. From \(N=40\) to \(N=80\) the error falls by a factor 4.00, as \(1/N^2\) demands. The Fourier phase of the converged density gives \(-0.234\) bohr, off by 30%, and adding k-points does not cure that.

### Could a cleverer rule for the density work?

Consider the Rice–Mele chain, with sites A at \(ja\) (energy \(-0.10\) hartree) and B at \(ja+a/2\) (energy \(+0.10\)). The hopping strengths are 0.15 hartree within a cell and 0.05 between cells. Chain 2 has the two hoppings exchanged, which is a reflection about an A site. Reflection takes A sites to A sites and B sites to B sites, so the site densities stay the same, while \(\bar x\) changes sign.

Both chains have 0.7775 electrons per spin on A and 0.2225 on B. On a ring of 20 cells the phase gives dipoles of \(-1.20\) and \(+1.20\,e\,\)bohr (further digits still depend on \(N\)), which differ by 2.40, not by a multiple of 12. The window sum gives both chains the same number: \(-2\times3\times0.2225=-1.335\) if B is counted to the right of A, and \(+1.335\) if it is counted to the left.

No rule that sees only the site densities can tell these chains apart. The missing information is which bond the electrons share, and it sits in the relative phase of the A and B amplitudes within each Bloch orbital, as a function of \(k\). This does not contradict the Hohenberg–Kohn theorem, which compares systems that differ in their local potential; here the hoppings differ. The example concerns site densities only. For a continuous density and a local potential, the mirror crystal has the mirrored density, and the density fixes the potential and hence \(\bar x\) in principle, though only by way of the orbitals and not through a window sum.

### A molecule in a periodic box

Now let the density vanish at the boundary. The total position \(X\) of the electrons of one spin is then well defined, and the cumulant expansion reads

\[
\ln\langle e^{i\delta X}\rangle=i\delta\langle X\rangle-\frac{\delta^2\kappa_2}{2}-\frac{i\delta^3\kappa_3}{6}+\dots,
\]

where \(\kappa_2\) is the variance of \(X\) and \(\kappa_3=\langle(X-\langle X\rangle)^3\rangle\). The imaginary part divided by \(\delta\) is

\[
\frac{L}{2\pi}\arg z=\langle X\rangle-\Big(\frac{2\pi}{L}\Big)^2\frac{\kappa_3}{6}+\dots
\]

The plain sum gives \(\langle X\rangle\) itself. Unless \(\kappa_3\) vanishes, as it does for a molecule with mirror symmetry along \(x\), the determinant adds an error that disappears only as \(1/L^2\). In the dipole, with its factor \(-2\), this error is \(+(2\pi/L)^2\kappa_3/3\).

As an example, take \(V=-3e^{-x^2/2}-2e^{-(x-3)^2/2}\) hartree (\(x\) in bohr), ions of charge \(+2\) at the two well centres, and two doubly filled orbitals. The plain sum gives 1.00539 \(e\,\)bohr in boxes of 40, 80 and 160 bohr alike. With \(\kappa_3=-0.626\) bohr³, the expected error of the phase at \(L=40\) bohr is

\[
\Big(\frac{2\pi}{40}\Big)^2\frac{-0.626}{3}=-0.00515\ e\,\text{bohr}.
\]

The computed difference is \(-0.00516\), about 0.5% of the dipole. At 160 bohr it has shrunk to \(-0.00032\). These electrons are independent. In a self-consistent periodic calculation the images polarize the molecule, so the density itself, and with it the plain sum, still depends on the box size.

### What to do in your code

If the density is negligible over a whole cell face across the chosen direction (in three dimensions an isolated void is not enough), put the cut there and keep the sum. If there is none, take the phase over the full ring, one spin at a time, and include half of the ionic charge with each spin. In the crystal above that is \(+1\) per cell; the full \(+2\) would shift \(\bar x\) by \(a/2\) whenever \(N\) is even, and for any \(N\) it would make the result depend on the origin. If some ions have odd charge, keep the same periodic image of each ion in all the states you compare: moving an ion of charge \(+1\) by \(a\) changes \(d\) by \(a\), which is not a multiple of \(2a\). In three dimensions, do this separately for each line of k-points along the chosen direction, keep the centres of neighbouring lines on the same branch, and average them. A single determinant over \(M\) such lines would fix the average only modulo \(a/M\). To compare two states of a crystal, follow the phase in steps small enough that \(\bar x\) moves by much less than \(a/2\) per step. The branch is then fixed by continuity, provided the gap stays open along the path. The complete figures are in the numerical output below.

## Table of computed values

```
cell length a = 6.0 bohr; V1 = 0.3, V2 = 0.2 hartree
gap of the 10-cell ring at lam=1: 0.2985 hartree
lowest / highest one-spin density: 0.0236 / 0.4094 per bohr
cut x0 (bohr) | window dipole lam=0, lam=1, change (e bohr) | Q per spin
   -4.997 |   2.1196   2.0181  -0.1015 | -0.03859
   -3.998 |   0.4568   0.7535   0.2966 | -0.00540
   -3.000 |  -0.0000   0.3172   0.3172 | -0.00369
   -2.002 |  -0.4568  -0.1221   0.3347 | -0.00223
   -1.003 |  -2.1196  -2.1804  -0.0608 | -0.03519
average window dipole over all cuts: 0.0e+00 e bohr
centre xbar, phase extrapolated in N: -0.180747 bohr
centre shift from adiabatic current:  -0.180747 bohr
true dipole per cell d: 0.36149 e bohr = 0.9188 debye
dipole quantum for paired spins 2a: 12.0 e bohr
cut at which the window sum happens to give d: -3.150 bohr
ring of N= 1 cells: xbar = -0.226611 bohr, error -4.59e-02 bohr
ring of N= 5 cells: xbar = -0.182436 bohr, error -1.69e-03 bohr
ring of N=10 cells: xbar = -0.181166 bohr, error -4.20e-04 bohr
ring of N=20 cells: xbar = -0.180852 bohr, error -1.05e-04 bohr
ring of N=40 cells: xbar = -0.180773 bohr, error -2.62e-05 bohr
ring of N=80 cells: xbar = -0.180753 bohr, error -6.54e-06 bohr
error ratio N=40 to N=80: 4.000
real-space ring determinant, N=10: -0.181166; N=11: -0.181094 bohr
centre from Fourier phase of density: -0.234262 bohr
Rice-Mele: bonds 0.15, 0.05; site energies -/+0.10 hartree
site densities per spin, chain 1: 0.77753, 0.22247
site densities per spin, chain 2: 0.77753, 0.22247
dipole per cell, chain 1: -1.19921; chain 2: 1.19921 e bohr
molecule: third cumulant kappa3 per spin = -0.62629 bohr^3
box L (bohr) | plain-sum dipole | phase dipole | difference | predicted
     40 | 1.0053914 | 1.0002317 | -5.160e-03 | -5.151e-03 e bohr
     80 | 1.0053914 | 1.0041031 | -1.288e-03 | -1.288e-03 e bohr
    160 | 1.0053914 | 1.0050694 | -3.220e-04 | -3.219e-04 e bohr
```
